# Takagi masses and the negative eigenvalue of the seesaw matrix

## Problem

A left-handed neutrino field $\nu$ is coupled to a right-handed field $\nu_R$ by a Dirac mass $m_D$. The right-handed field also has a Majorana mass $M$; the left-handed field has none. Find the masses of the free particles.

Atomic units are used in the algebra: $\hbar=m_e=e=1$, with the speed of light $c$ kept. Numerical masses are given as rest energies $mc^2$ in eV. Let $\boldsymbol\sigma$ be the Pauli matrices, $\mathbf p=-i\nabla$, and

$$
\epsilon=i\sigma_2=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad \epsilon^2=-1 .
$$

The field $N=-\epsilon\nu_R^*$ is left-handed, so both fields can be collected in $\chi=(\nu,N)$, with

$$
\mathcal L=\chi^\dagger(i\partial_t+c\,\boldsymbol\sigma\cdot\mathbf p)\chi
+\frac{c^2}{2}\left[\chi^T\epsilon\,\mathcal M\chi+\text{h.c.}\right],
\qquad
\mathcal M=\begin{pmatrix}0&m_D\\m_D&M\end{pmatrix}.
$$

Here $\epsilon$ acts on spin and $\mathcal M$ on the pair $(\nu,N)$. Take $m_D>0$ and $M>0$ at first.

(a) Estimate the two masses for $m_D\ll M$.

(b) Find a unitary $U$ for which $U^T\mathcal MU$ is diagonal with non-negative entries. This is a Takagi factorization.

(c) One ordinary eigenvalue of $\mathcal M$ is negative. Explain why no particle has a negative mass, and what remains of the sign.

(d) Compare estimate and exact result for $m_Dc^2=2$ eV, $Mc^2=3$ eV (case A) and for $m_Dc^2=10^5$ eV, $Mc^2=10^{11}$ eV (case B). These are round model parameters.

## First estimate by scaling

For $m_D=0$ the masses are $0$ and $M$. A small $m_D$ leaves the heavy mass near $M$. For the light mass, note that the substitution $\nu\to-\nu$ changes the sign of $m_D$ and nothing else in $\mathcal L$. This real substitution leaves the ordinary eigenvalues of $\mathcal M$ unchanged, so they are even functions of $m_D$. Evenness alone would still allow a term $|m_D|$. For $M>0$, however, the eigenvalues $0$ and $M$ at $m_D=0$ are distinct, so the light eigenvalue is a power series in $m_D$, and an even power series has no linear term. The light mass is the modulus of this eigenvalue, as shown below for a real matrix. The first possible term is quadratic, and $M$ is the only other mass available:

$$
m_{\rm light}\sim \frac{m_D^2}{M},\qquad m_{\rm heavy}\sim M .
$$

The coefficient follows by eliminating $N$. At energies and momenta small compared with $Mc^2$ and $Mc$, the kinetic term of $N$ is small beside its mass term. What remains for $N$ is

$$
F=2m_D\,\nu^T\epsilon N+M\,N^T\epsilon N .
$$

The factor 2 is present because $N^T\epsilon\nu=\nu^T\epsilon N$: exchanging two anticommuting fields gives one minus sign, and the antisymmetry of $\epsilon$ gives another. Making $F$ stationary in $N$ gives $m_D\nu+MN=0$, or $N=-(m_D/M)\nu$. Therefore

$$
F=\left(-\frac{2m_D^2}{M}+\frac{m_D^2}{M}\right)\nu^T\epsilon\nu
=-\frac{m_D^2}{M}\,\nu^T\epsilon\nu .
$$

The coefficient has magnitude one, and the sign is negative. The estimates are $1.3333$ eV and $3$ eV in case A, and $0.1$ eV and $10^{11}$ eV in case B. Case A does not satisfy $m_D\ll M$, so its estimate should be poor.

## Exact solution

### Which diagonalization gives the masses

Substitute $\chi=U\chi'$ with $U$ unitary. The kinetic term keeps its form because $U^\dagger U=1$. The mass term contains $\chi^T$, not $\chi^\dagger$, and so

$$
\mathcal M\longrightarrow U^T\mathcal MU .
$$

The ordinary eigenvalue problem would instead use $U^\dagger\mathcal MU$. The two operations agree for real $U$ but differ once $U$ has complex entries.

To see which numbers enter the particle energies, derive the field equation. The Hermitian conjugate of $\chi^T\epsilon\mathcal M\chi$ is $\chi^\dagger\mathcal M^\dagger\epsilon^T\chi^*=-\chi^\dagger\mathcal M^\dagger\epsilon\chi^*$. On varying $\chi^\dagger$, both conjugate fields in this term contribute equally, which cancels the factor $1/2$:

$$
i\partial_t\chi=-c\,\boldsymbol\sigma\cdot\mathbf p\,\chi+c^2\mathcal M^\dagger\epsilon\chi^* .
$$

Define $\eta=\epsilon\chi^*$. Complex conjugation reverses $\mathbf p$, and $(\mathcal M^\dagger)^*=\mathcal M^T=\mathcal M$, so

$$
-i\partial_t\chi^*=c\,\boldsymbol\sigma^*\cdot\mathbf p\,\chi^*+c^2\mathcal M\epsilon\chi .
$$

Multiply from the left by $\epsilon$. With $\epsilon\boldsymbol\sigma^*\epsilon^{-1}=-\boldsymbol\sigma$ and $\epsilon^2=-1$, this becomes $i\partial_t\eta=c\,\boldsymbol\sigma\cdot\mathbf p\,\eta+c^2\mathcal M\chi$. Together,

$$
i\partial_t\begin{pmatrix}\chi\\\eta\end{pmatrix}
=H\begin{pmatrix}\chi\\\eta\end{pmatrix},\qquad
H=\begin{pmatrix}-c\,\boldsymbol\sigma\cdot\mathbf p&c^2\mathcal M^\dagger\\
c^2\mathcal M&c\,\boldsymbol\sigma\cdot\mathbf p\end{pmatrix}.
$$

In $H^2$ the off-diagonal blocks cancel, because $\mathcal M$ and $\boldsymbol\sigma$ act on different indices. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$,

$$
H^2=c^2p^2+c^4\begin{pmatrix}\mathcal M^\dagger\mathcal M&0\\0&\mathcal M\mathcal M^\dagger\end{pmatrix}.
$$

If $U^T\mathcal MU=D={\rm diag}(m_1,m_2)$, then $\mathcal M=U^*DU^\dagger$ and $\mathcal M^\dagger\mathcal M=UD^2U^\dagger$. Hence

$$
E_i^2=c^2p^2+m_i^2c^4 .
$$

The masses are the singular values of $\mathcal M$, the non-negative square roots of the eigenvalues of $\mathcal M^\dagger\mathcal M$. The negative-frequency solutions of $H$ are not extra particles: $\eta$ is built from $\chi^*$, so they are the conjugate parts of the same field modes.

### The real rotation

The ordinary eigenvalues satisfy

$$
\det(\mathcal M-\lambda)=-\lambda(M-\lambda)-m_D^2
=\lambda^2-M\lambda-m_D^2=0 .
$$

With $R=\sqrt{M^2+4m_D^2}$, the roots are $(M\pm R)/2$. Since $R>M$, one is negative. Define the positive numbers

$$
m_2=\frac{M+R}{2},\qquad m_1=\frac{R-M}{2},
$$

so that the eigenvalues are $-m_1$ and $m_2$. Their product is $-m_D^2$ and their sum is $M$, which gives

$$
m_1m_2=m_D^2,\qquad m_2-m_1=M .
$$

Now take the real rotation

$$
O=\begin{pmatrix}\cos\theta&\sin\theta\\-\sin\theta&\cos\theta\end{pmatrix}.
$$

The off-diagonal element of $O^T\mathcal MO$ is

$$
m_D(\cos^2\theta-\sin^2\theta)-M\sin\theta\cos\theta
=m_D\cos2\theta-\tfrac12M\sin2\theta .
$$

It vanishes for $\tan2\theta=2m_D/M$. Choose $0<\theta<\pi/4$; then $\sin2\theta=2m_D/R$ and $\cos2\theta=M/R$. The first diagonal element is

$$
-m_D\sin2\theta+M\sin^2\theta
=-\frac{2m_D^2}{R}+\frac M2\left(1-\frac MR\right)
=\frac{MR-(M^2+4m_D^2)}{2R}=\frac{M-R}{2}=-m_1 ,
$$

and the second is

$$
m_D\sin2\theta+M\cos^2\theta
=\frac{4m_D^2+M^2+MR}{2R}=\frac{R+M}{2}=m_2 .
$$

The angle is also related directly to the masses:

$$
\tan\theta=\frac{1-\cos2\theta}{\sin2\theta}
=\frac{R-M}{2m_D}=\frac{m_1}{m_D}=\frac{m_D}{m_2}.
$$

Multiplying the last two forms gives $\tan^2\theta=m_1/m_2$, and therefore

$$
\cos^2\theta=\frac{m_2}{m_1+m_2},\qquad
\sin^2\theta=\frac{m_1}{m_1+m_2}.
$$

### The factor that removes the minus sign

A real change of fields $S$ cannot finish the task. It gives $\det(S^T\mathcal MS)=(\det S)^2\det\mathcal M$, which remains negative because $\det\mathcal M=-m_D^2$. Two positive masses would require a positive determinant.

Multiply the first column of $O$ by $i$:

$$
U=O\begin{pmatrix}i&0\\0&1\end{pmatrix}
=\begin{pmatrix}i\cos\theta&\sin\theta\\-i\sin\theta&\cos\theta\end{pmatrix}.
$$

This matrix is unitary. Because the mass term uses the transpose, the factor $i$ enters twice without conjugation:

$$
U^T\mathcal MU=
\begin{pmatrix}i&0\\0&1\end{pmatrix}
\begin{pmatrix}-m_1&0\\0&m_2\end{pmatrix}
\begin{pmatrix}i&0\\0&1\end{pmatrix}
=\begin{pmatrix}m_1&0\\0&m_2\end{pmatrix}.
$$

In $U^\dagger\mathcal MU$ the factors would be $(-i)(i)=1$, and the minus sign would stay. The negative number is thus a mass parameter written with an inconvenient field phase. For one free field, $\chi_1\to i\chi_1$ leaves the kinetic term unchanged and reverses the mass parameter, while the energy depends on its square.

### Complex mass parameters

Suppose the entries are $m_De^{i\alpha}$ and $Me^{i\beta}$, with $m_D$ and $M$ now denoting moduli. First apply

$$
P=\begin{pmatrix}e^{i(\beta/2-\alpha)}&0\\0&e^{-i\beta/2}\end{pmatrix}.
$$

In $P^T\mathcal MP$, the off-diagonal phase is $\alpha+(\beta/2-\alpha)-\beta/2=0$ and the lower diagonal phase is $\beta-\beta=0$. The earlier solution then applies, with total matrix $PU$ and the same masses.

This case shows that taking the modulus of an ordinary eigenvalue is not a general rule. Replace $M$ by $iM$ in case A. With rest energies in eV, the roots are

$$
\lambda=\frac{3i\pm\sqrt{16-9}}{2},\qquad
|\lambda|=\sqrt{\frac{9+7}{4}}=2 .
$$

Both moduli are 2 eV, but the masses are still 1 eV and 4 eV. For the real matrix the moduli gave the right masses because a real symmetric matrix can be diagonalized by a real rotation, for which transpose and Hermitian conjugate coincide.

### What remains of the sign

The phase removed from the mass reappears in the mixing matrix. It affects the part of the propagator that connects $\nu$ with its own conjugate field and so changes lepton number by two units. Use $(\omega-H)^{-1}=(\omega+H)(\omega^2-H^2)^{-1}$, $\mathcal M^\dagger=UDU^T$ and $\mathcal M\mathcal M^\dagger=U^*D^2U^T$. The $\nu\nu$ element of the upper right block is

$$
G_{\nu\nu}=\sum_{i=1}^{2}\frac{U_{\nu i}^2m_ic^2}{\Delta-m_i^2c^4},
\qquad \Delta=\omega^2-c^2p^2 .
$$

Here $U_{\nu1}^2=-\cos^2\theta$ and $U_{\nu2}^2=\sin^2\theta$. The two numerators have equal magnitude, $m_1\cos^2\theta=m_2\sin^2\theta=m_1m_2/(m_1+m_2)$, and opposite sign. Their sum is zero, which is the absent left Majorana mass. Combining the fractions gives

$$
G_{\nu\nu}=\frac{m_1m_2c^2}{m_1+m_2}\,
\frac{(m_2^2-m_1^2)c^4}{(\Delta-m_1^2c^4)(\Delta-m_2^2c^4)}
=\frac{m_D^2Mc^6}{(\Delta-m_1^2c^4)(\Delta-m_2^2c^4)} .
$$

A common phase change of $\nu$ multiplies both contributions equally, so their relative sign cannot be removed that way. Rephasing $\chi_1$ moves a sign between $U_{\nu1}^2$ and the mass parameter but leaves their product unchanged. The relative sign is therefore physical, whereas the sign of one mass parameter is not.

## Comparison of estimate and exact result

The errors of the estimate follow from $m_1=m_D^2/m_2$ and $m_2=M+m_1$:

$$
\frac{m_D^2/M}{m_1}-1=\frac{m_2}{M}-1=\frac{m_1}{M},
\qquad
\frac{m_2-M}{M}=\frac{m_1}{M}.
$$

The estimated light mass is too large and the estimated heavy mass too small. Expanding the square root in $R$ gives

$$
m_1=\frac{m_D^2}{M}-\frac{m_D^4}{M^3}+\cdots,\qquad
m_2=M+\frac{m_D^2}{M}-\frac{m_D^4}{M^3}+\cdots .
$$

This binomial series converges for $4m_D^2/M^2<1$, that is, for $m_D<M/2$. The seesaw approximation is the leading term, and it needs $m_D\ll M$.

**Case A.** Here $Rc^2=\sqrt{3^2+4\cdot2^2}=5$ eV, so

$$
m_1c^2=\frac{5-3}{2}=1\ {\rm eV},\qquad
m_2c^2=\frac{5+3}{2}=4\ {\rm eV}.
$$

The ordinary eigenvalues are $-1$ eV and $4$ eV. The estimate $1.3333$ eV exceeds the light mass by one third of its exact value. The estimate 3 eV lies below the heavy mass by one quarter of its exact value. Since $m_D/M=2/3$, the expansion does not converge, and adding more terms would not repair the estimate.

The angle is $26.57^\circ$, with $\cos^2\theta=0.8$ and $\sin^2\theta=0.2$. The light state is thus 80% $\nu$ and 20% $N$. The terms $U_{\nu i}^2m_ic^2$ are $-0.8$ eV and $0.2\times4=0.8$ eV. Without the factor $i$ they would add to a left Majorana entry of 1.6 eV, which the original matrix does not contain.

At $cp=3$ eV the energies are $\sqrt{9+1}=3.1623$ eV and $\sqrt{9+16}=5$ eV. Direct diagonalization of $H$ gives the same values. For $\omega=7$ eV, $\Delta=49-9=40$ eV$^2$, and

$$
G_{\nu\nu}=\frac{2^2\cdot3}{(40-1)(40-16)}\ {\rm eV}^{-1}
=0.01282\ {\rm eV}^{-1}.
$$

Inverting $\omega-H$ numerically gives this value too. Dropping $i$ would give $0.05385$ eV$^{-1}$: the two contributions would add instead of partly cancelling.

**Case B.** Now $m_D/M=10^{-6}$, and

$$
m_1c^2\simeq\frac{(10^5)^2}{10^{11}}\ {\rm eV}=0.1\ {\rm eV},
\qquad m_2c^2\simeq10^{11}\ {\rm eV}.
$$

The estimate exceeds the light mass by $10^{-12}$ of that mass. The heavy rest energy lies above $Mc^2$ by $m_1c^2=0.1$ eV, as the relation $m_2-m_1=M$ requires. The mixing is $\tan\theta=10^{-6}$, so the $N$ fraction of the light state, $\sin^2\theta$, is about $10^{-12}$. The light particle is almost entirely $\nu$, but its mass exists only through the small admixture: with $m_D=0$ it would vanish.

In atomic units of energy, the rest energies are $3.675\times10^{-3}$ and $3.675\times10^9$ hartree. The reduced Compton lengths $1/(m_ic)$ are $1.973\times10^4$ and $1.973\times10^{-8}$ angstrom. They are the inverse momenta at which $cp$ equals the rest energy. Field variations that are slow on the second, much shorter length are sufficient for the elimination of $N$ in the estimate. For a free light particle they are not necessary: $U$ does not depend on momentum, so the ratio of $N$ to $\nu$ is $-\tan\theta\simeq-m_D/M$ at every momentum.

## The opposite limit and the limits of the result

For $M\ll m_D$ the scaling estimate fails qualitatively: $m_D^2/M$ grows without bound as $M\to0$, while the exact masses approach each other. Expanding $R=2m_D\sqrt{1+M^2/(4m_D^2)}$ gives

$$
m_1=m_D-\frac M2+\frac{M^2}{8m_D}+\cdots,\qquad
m_2=m_D+\frac M2+\frac{M^2}{8m_D}+\cdots .
$$

At $M=0$ both masses equal $m_D$, although the ordinary eigenvalues are $-m_D$ and $+m_D$. The angle is $45^\circ$ and $G_{\nu\nu}$ vanishes. The Lagrangian is then unchanged by $\nu\to e^{i\varphi}\nu$, $N\to e^{-i\varphi}N$, which expresses lepton-number conservation. Two Majorana fields of equal mass form one Dirac fermion. A real rotation between the equal-mass fields leaves $D$ unchanged, so the Takagi vectors are no longer fixed up to signs.

The estimate also depends on the zero in $\mathcal M$. Return to $m_D\ll M$. If the left-handed field had a real Majorana mass $m_L$ with $|m_L|\ll M$, the same elimination of $N$ would give the light mass parameter

$$
m_L-\frac{m_D^2}{M}.
$$

The seesaw value survives when $|m_L|\ll m_D^2/M$. For $m_L>m_D^2/M$ the parameter is positive and no factor $i$ is needed; the determinant $m_LM-m_D^2$ and the trace are then positive, so both ordinary eigenvalues are positive. The negative eigenvalue is therefore a consequence of the negative determinant of this particular matrix, not a general mark of a Majorana particle.

The numerical output below lists the values for both cases.

## Table of computed values

```
CASE A (model parameters; masses as rest energies)
Dirac mass mD = 2.0000 eV
right Majorana mass M = 3.0000 eV
ordinary eigenvalues = -1.0000, 4.0000 eV
determinant of mass matrix = -4.0000 eV^2
Takagi masses m1, m2 = 1.0000, 4.0000 eV
leading estimate mD^2/M = 1.3333 eV
mixing angle theta = 26.5651 degrees
cos^2 theta, sin^2 theta = 0.8000, 0.2000 (no unit)
terms U_nu,i^2 m_i = -0.8000, 0.8000 eV
false left Majorana entry without i = 1.6000 eV
components of c*p = 1.0, 2.0, 2.0 eV
magnitude of c*p = 3.0000 eV
positive energies = 3.1623, 5.0000 eV
propagator energy omega = 7.0000 eV
nu-nu propagator element = 0.012821 1/eV
same element without i = 0.053846 1/eV
imaginary M: eigenvalue moduli = 2.0000, 2.0000 eV
imaginary M: masses = 1.0000, 4.0000 eV
CASE B (model parameters; masses as rest energies)
Dirac mass mD = 1.0000e+05 eV
right Majorana mass M = 1.0000e+11 eV
light mass m1 = 0.100000 eV
heavy mass m2 = 1.000000e+11 eV
leading estimate mD^2/M = 0.100000 eV
relative excess of mD^2/M over m1 = 1.0000e-12 (no unit)
heavy-mass shift m2 - M = 0.100000 eV
tan theta = 1.0000e-06 (no unit)
light mass converted = 3.674932e-03 hartree
heavy mass converted = 3.674932e+09 hartree
light reduced Compton length = 19732.70 angstrom
heavy reduced Compton length = 1.9733e-08 angstrom
```
